# Gaunt coefficients from 3j symbols, with selection rules for real harmonics: verification in Python

```python
"""Gaunt coefficients from 3j symbols, their selection rules, and real harmonics.

Result under test:
  G = int Y_l1m1 Y_l2m2 Y_l3m3 dOmega
    = sqrt((2l1+1)(2l2+1)(2l3+1)/(4 pi)) * 3j(0,0,0) * 3j(m1,m2,m3)
  R = int S_l1mu1 S_l2mu2 S_l3mu3 dOmega = (-1)^M * A * G(|mu|, minus on largest)
Y: complex harmonics (Condon-Shortley phase); S: real harmonics, with
sqrt(2)cos(mu phi) for mu>0 and sqrt(2)sin(|mu| phi) for mu<0; M: largest |mu|;
A: azimuthal factor 1 or +-1/sqrt(2). The 3j symbols are computed from their
definition as the zero-angular-momentum state of three coupled momenta.
Application: B[L,L'], the coefficients that re-expand a spherical wave centred
on one site in regular waves j_L' about a second site displaced by R.
"""
from fractions import Fraction
from functools import lru_cache
from math import factorial, pi, sqrt
import numpy as np
from scipy import constants as const
from scipy.special import lpmv, spherical_jn, spherical_yn
from sympy.physics.wigner import wigner_3j


def lm_list(lmax):
    return [(l, m) for l in range(lmax + 1) for m in range(-l, l + 1)]


def angles(points):
    radius = np.linalg.norm(points, axis=1)
    return points[:, 2] / radius, np.arctan2(points[:, 1], points[:, 0])


def theta_part(l, m, cos_theta):
    norm = sqrt((2*l + 1) / (4*pi) * factorial(l - m) / factorial(l + m))
    return norm * lpmv(m, l, cos_theta)


def complex_harmonics(lmax, points):
    cos_theta, phi = angles(points)
    rows = []
    for l, m in lm_list(lmax):
        value = theta_part(l, abs(m), cos_theta) * np.exp(1j*abs(m)*phi)
        rows.append(value if m >= 0 else (-1)**abs(m) * value.conj())
    return np.array(rows)


def real_harmonic(l, mu, points):
    cos_theta, phi = angles(points)
    size = abs(mu)
    part = (-1)**size * theta_part(l, size, cos_theta)
    if mu == 0:
        return part
    return sqrt(2) * part * (np.cos(size*phi) if mu > 0 else np.sin(size*phi))


def real_harmonics(lmax, points):
    return np.array([real_harmonic(l, mu, points) for l, mu in lm_list(lmax)])


def sphere_grid(n_theta, n_phi):
    x, wx = np.polynomial.legendre.leggauss(n_theta)
    phi = 2*pi*np.arange(n_phi)/n_phi
    cos_theta, phi_all = [a.ravel() for a in np.meshgrid(x, phi, indexing="ij")]
    s = np.sqrt(1 - cos_theta**2)
    points = np.column_stack([s*np.cos(phi_all), s*np.sin(phi_all), cos_theta])
    return points, np.repeat(wx, n_phi) * 2*pi/n_phi


@lru_cache(maxsize=None)
def singlet(l1, l2, l3):
    """Number of J=0 states in l1 x l2 x l3, and the coefficients (3j symbols)."""
    ls = (l1, l2, l3)

    def states(total):
        return [(a, b, total - a - b) for a in range(-l1, l1 + 1)
                for b in range(-l2, l2 + 1) if abs(total - a - b) <= l3]
    start, end = states(0), states(1)
    position = {m: i for i, m in enumerate(end)}
    raising = np.zeros((len(end), len(start)))
    for column, m in enumerate(start):
        for i in range(3):
            if m[i] < ls[i]:
                new = list(m)
                new[i] += 1
                raising[position[tuple(new)], column] += sqrt(
                    ls[i]*(ls[i] + 1) - m[i]*(m[i] + 1))
    values, vectors = np.linalg.eigh(raising.T @ raising)  # eigenvalues J(J+1)
    count = int(np.sum(values < 1e-6))
    if count != 1:
        return count, {}
    table = dict(zip(start, vectors[:, 0]))
    wanted = 1 if (l1 + l2 + l3) % 2 == 0 else -1  # usual overall sign
    flip = wanted * np.sign(table[(l1, l3 - l1, -l3)])
    return count, {m: float(flip*v) for m, v in table.items()}


def gaunt_complex(ls, ms):
    table = singlet(*ls)[1]
    if tuple(ms) not in table:
        return 0.0
    weight = sqrt(np.prod([2*l + 1 for l in ls]) / (4*pi))
    return weight * table[(0, 0, 0)] * table[tuple(ms)]


def azimuthal_route(mus):
    """Azimuthal numbers of the single complex Gaunt needed, and its factor."""
    sizes = [abs(mu) for mu in mus]
    big = int(np.argmax(sizes))
    if 2*sizes[big] != sum(sizes) or sum(mu < 0 for mu in mus) % 2:
        return None
    ms = list(sizes)
    ms[big] = -sizes[big]
    factor = 1.0
    if min(sizes) > 0:
        both_sines = all(mus[i] < 0 for i in range(3) if i != big)
        factor = (-1 if both_sines else 1) / sqrt(2)
    return tuple(ms), (-1)**sizes[big] * factor


def gaunt_real(ls, mus):
    route = azimuthal_route(mus)
    return 0.0 if route is None else route[1] * gaunt_complex(ls, route[0])


def triangle(l1, l2, l3):
    return abs(l1 - l2) <= l3 <= l1 + l2


# --- triple integrals by quadrature against the 3j formulas
grid, weights = sphere_grid(24, 48)
small, large = lm_list(3), lm_list(6)
ns = len(small)


def triple_integrals(f):
    pairs = (f[:ns, None, :] * f[None, :ns, :] * weights).reshape(ns*ns, -1)
    return (pairs @ f.T).reshape(ns, ns, len(large))


Y, S = complex_harmonics(6, grid), real_harmonics(6, grid)
quad_complex, quad_real = triple_integrals(Y), triple_integrals(S)
assert np.allclose(S[3], sqrt(3/(4*pi))*grid[:, 0], atol=1e-12)
assert np.allclose(S[4], sqrt(15/(4*pi))*grid[:, 0]*grid[:, 1], atol=1e-12)

for l1 in range(4):
    for l2 in range(4):
        for l3 in range(8):
            assert singlet(l1, l2, l3)[0] == int(triangle(l1, l2, l3))
            if triangle(l1, l2, l3):
                centre = abs(singlet(l1, l2, l3)[1][(0, 0, 0)])
                assert (centre > 1e-3) == ((l1 + l2 + l3) % 2 == 0)
for ls in [(1, 1, 2), (1, 2, 2), (2, 1, 3), (3, 3, 2), (2, 3, 4)]:
    for ms, value in singlet(*ls)[1].items():
        assert abs(value - float(wigner_3j(*ls, *ms))) < 1e-11

names = ["all", "triangle", "parity", "complex rule", "complex nonzero",
         "real rule", "real nonzero", "real lost"]
counts = dict.fromkeys(names, 0)
worst_complex = worst_real = 0.0
for a, (l1, m1) in enumerate(small):
    for b, (l2, m2) in enumerate(small):
        for c, (l3, m3) in enumerate(large):
            ls, ms = (l1, l2, l3), (m1, m2, m3)
            gc, gr = quad_complex[a, b, c], quad_real[a, b, c]
            worst_complex = max(worst_complex, abs(gc - gaunt_complex(ls, ms)))
            worst_real = max(worst_real, abs(gr - gaunt_real(ls, ms)))
            tri = triangle(*ls)
            par = tri and sum(ls) % 2 == 0
            ok_c = par and sum(ms) == 0
            ok_r = par and azimuthal_route(ms) is not None
            full_c, full_r = abs(gc) > 1e-10, abs(gr) > 1e-10
            assert ok_c or not full_c
            assert ok_r or not full_r
            if max(l1, l2) <= 2 and l3 <= 4:
                flags = [True, tri, par, ok_c, full_c, ok_r, full_r,
                         full_r and sum(ms) != 0]
                for name, flag in zip(names, flags):
                    counts[name] += int(flag)
assert worst_complex < 1e-11 and worst_real < 1e-11
accidental = quad_complex[small.index((3, 2)), small.index((3, -2)),
                          large.index((2, 0))]
neighbour = quad_complex[small.index((3, 1)), small.index((3, -1)),
                         large.index((2, 0))]
assert abs(accidental) < 1e-12 < abs(neighbour)

# --- unitary transformation from complex to real harmonics
U = np.zeros((len(large), len(large)), complex)
for row, (l, mu) in enumerate(large):
    plus, minus = large.index((l, abs(mu))), large.index((l, -abs(mu)))
    sign = (-1)**abs(mu)
    if mu == 0:
        U[row, row] = 1
    elif mu > 0:
        U[row, plus], U[row, minus] = sign/sqrt(2), 1/sqrt(2)
    else:
        U[row, plus], U[row, minus] = -1j*sign/sqrt(2), 1j/sqrt(2)
assert np.allclose(U @ U.conj().T, np.eye(len(large)), atol=1e-13)
assert np.allclose(U @ Y, S, atol=1e-12)
rotated = np.einsum("ai,bj,ck,ijk->abc", U[:ns, :ns], U[:ns, :ns], U,
                    quad_complex, optimize=True)
assert np.max(abs(rotated - quad_real)) < 1e-11

# --- re-expansion of a spherical wave about a second site
energy_ev = 10.0
k = sqrt(2*const.m_e*energy_ev*const.e) / const.hbar * const.angstrom
R = np.array([2.0, 1.0, 2.0])
R_length = float(np.linalg.norm(R))


def regular(l, x):
    return spherical_jn(l, x) + 0j


def outgoing(l, x):
    return spherical_jn(l, x) + 1j*spherical_yn(l, x)


harmonic_R = {lm: float(real_harmonic(*lm, R[None, :])[0]) for lm in lm_list(14)}


def coefficient_terms(L, Lp, radial):
    (l, mu), (lp, mup) = L, Lp
    terms = {}
    for l2 in range(abs(l - lp), l + lp + 1, 2):
        for mu2 in range(-l2, l2 + 1):
            g = gaunt_real((l, lp, l2), (mu, mup, mu2))
            if abs(g) > 1e-12:
                phase = (1, 1j, -1, -1j)[(lp + l2 - l) % 4]
                terms[(l2, mu2)] = (4*pi*phase*g*radial(l2, k*R_length)
                                    * harmonic_R[(l2, mu2)])
    return terms


def wave(L, points, radial):
    distance = np.linalg.norm(points, axis=1)
    return radial(L[0], k*distance) * real_harmonic(*L, points)


def projected(L, Lp, radial, r=1.0):
    values = wave(L, r*grid + R, radial) * real_harmonic(*Lp, grid)
    return np.sum(weights*values) / spherical_jn(Lp[0], k*r)


worst_B = 0.0
for radial in (regular, outgoing):
    for L in lm_list(2):
        for Lp in lm_list(2):
            formula = sum(coefficient_terms(L, Lp, radial).values())
            worst_B = max(worst_B, abs(formula - projected(L, Lp, radial)))
assert worst_B < 1e-8

d_xy, p_x = (2, -2), (1, 1)
B_row = {Lp: sum(coefficient_terms(d_xy, Lp, outgoing).values())
         for Lp in lm_list(12)}


def series_error(r, cutoff):
    point = r[None, :]
    exact = wave(d_xy, point + R, outgoing)[0]
    series = sum(B_row[Lp]*wave(Lp, point, regular)[0] for Lp in lm_list(cutoff))
    return abs(series - exact) / abs(exact)


r_inside = np.array([0.5, -0.3, 0.4])
r_outside = 6.0 * r_inside / np.linalg.norm(r_inside)
cutoffs = (2, 4, 8, 12)
errors = [series_error(r_inside, c) for c in cutoffs]
error_outside = series_error(r_outside, 12)
assert errors[0] > errors[1] > errors[2] > errors[3] and errors[3] < 1e-5
assert error_outside > 1

# --- printed numbers
print("Table l,l'<=2, l''<=4: number of index triples")
labels = ["all triples", "after triangle rule", "after triangle and parity",
          "and complex azimuthal rule", "complex Gaunts nonzero",
          "and real azimuthal rule (instead)", "real Gaunts nonzero",
          "real nonzero with mu1+mu2+mu3 != 0"]
for name, label in zip(names, labels):
    print(f"  {label}: {counts[name]}")
print(f"Largest error of 3j formula, l,l'<=3: {worst_complex:.1e}")
print(f"Largest error of real formula, l,l'<=3: {worst_real:.1e}")
print(f"|G| (3,2)(3,-2)(2,0), allowed but zero: {abs(accidental):.1e}")
print(f"G (3,1)(3,-1)(2,0), its neighbour: {neighbour.real:.6f}")
print(f"Energy: {energy_ev:.1f} eV; wave number k: {k:.5f} 1/angstrom")
print(f"R = {R.tolist()} angstrom, length {R_length:.1f} angstrom")
print(f"k*R = {k*R_length:.5f} (dimensionless)")
print("Element B[d_xy, p_x], all dimensionless, by L''=(l'',mu''):")
terms = coefficient_terms(d_xy, p_x, outgoing)
assert set(terms) == {(1, -1), (3, -1), (3, -3)}
for (l2, mu2), term in terms.items():
    ls, mus = (2, 1, l2), (-2, 1, mu2)
    ms, factor = azimuthal_route(mus)
    table = singlet(*ls)[1]
    g = gaunt_real(ls, mus)
    fraction = Fraction(pi*g*g).limit_denominator(2000)
    assert abs(float(fraction) - pi*g*g) < 1e-12
    h = outgoing(l2, k*R_length)
    print(f" L''=({l2},{mu2}): m={ms}, 3j(000)={table[(0, 0, 0)]:.6f}, "
          f"3j(m)={table[ms]:.6f}")
    print(f"   complex G={gaunt_complex(ls, ms):.6f}, (-1)^M A={factor:.6f}, "
          f"real R={g:.6f}, pi R^2={fraction}")
    print(f"   h={h:.6f}, S(R)={harmonic_R[(l2, mu2)]:.6f}, term={term:.6f}")
print(f"B[d_xy,p_x] from Gaunt sum: {sum(terms.values()):.6f}")
print(f"B[d_xy,p_x] from projection: {projected(d_xy, p_x, outgoing):.6f}")
print(f"Largest error of B, l,l'<=2, j and h waves: {worst_B:.1e}")
print(f"Series test point r = {r_inside.tolist()} angstrom, "
      f"length {np.linalg.norm(r_inside):.4f} angstrom")
for cutoff, error in zip(cutoffs, errors):
    print(f"  relative error, l'<={cutoff}: {error:.1e}")
print(f"  same direction, r=6 angstrom > R, l'<=12: {error_outside:.1e}")
print("tests ok")
```

It prints:

```
Table l,l'<=2, l''<=4: number of index triples
  all triples: 2025
  after triangle rule: 1225
  after triangle and parity: 798
  and complex azimuthal rule: 126
  complex Gaunts nonzero: 126
  and real azimuthal rule (instead): 162
  real Gaunts nonzero: 162
  real nonzero with mu1+mu2+mu3 != 0: 130
Largest error of 3j formula, l,l'<=3: 8.7e-15
Largest error of real formula, l,l'<=3: 8.6e-15
|G| (3,2)(3,-2)(2,0), allowed but zero: 9.0e-17
G (3,1)(3,-1)(2,0), its neighbour: -0.126157
Energy: 10.0 eV; wave number k: 1.62009 1/angstrom
R = [2.0, 1.0, 2.0] angstrom, length 3.0 angstrom
k*R = 4.86026 (dimensionless)
Element B[d_xy, p_x], all dimensionless, by L''=(l'',mu''):
 L''=(1,-1): m=(-2, 1, 1), 3j(000)=0.365148, 3j(m)=0.447214
   complex G=0.309019, (-1)^M A=0.707107, real R=0.218510, pi R^2=3/20
   h=-0.072186+0.197268j, S(R)=0.162868, term=-0.032282+0.088221j
 L''=(3,-3): m=(2, 1, -3), 3j(000)=-0.292770, 3j(m)=0.377964
   complex G=-0.319865, (-1)^M A=-0.707107, real R=0.226179, pi R^2=9/56
   h=0.235704-0.040817j, S(R)=0.240388, term=-0.161043+0.027888j
 L''=(3,-1): m=(-2, 1, 1), 3j(000)=-0.292770, 3j(m)=0.097590
   complex G=-0.082589, (-1)^M A=0.707107, real R=-0.058399, pi R^2=3/280
   h=0.235704-0.040817j, S(R)=0.186204, term=0.032209-0.005578j
B[d_xy,p_x] from Gaunt sum: -0.161117+0.110531j
B[d_xy,p_x] from projection: -0.161117+0.110531j
Largest error of B, l,l'<=2, j and h waves: 3.0e-15
Series test point r = [0.5, -0.3, 0.4] angstrom, length 0.7071 angstrom
  relative error, l'<=2: 1.0e-01
  relative error, l'<=4: 6.0e-03
  relative error, l'<=8: 2.3e-05
  relative error, l'<=12: 9.9e-08
  same direction, r=6 angstrom > R, l'<=12: 1.4e+04
tests ok
```
